\section*{Noise and anharmonic bias in bond lengths and frequencies from Monte Carlo energies}

\section*{Question}

A quantum Monte Carlo calculation supplies energies $y_i$ at $n\ge 3$ equally spaced bond lengths $R_i$, whose end points lie a distance $w$ apart. The errors of the $y_i$ are independent, with mean zero and the same standard deviation $\sigma$. With $c$ the centre of the grid and $u=R-c$, the parabola
\begin{equation}
 a+bu+\tfrac12\kappa u^2
\end{equation}
is fitted by unweighted least squares. The estimates of the bond length and of the harmonic angular frequency are $R_{\rm fit}=c-b/\kappa$ and $\omega_{\rm fit}=\sqrt{\kappa/\mu}$, where $\mu$ is the mass belonging to $R$. The true curve has its minimum at $R_0$, where its second, third and fourth derivatives are $k>0$, $g$ and $h$. In parts (a) to (e) the grid is centred on the minimum, $c=R_0$.

\begin{enumerate}
\item[(a)] Find the variances and the covariance of $b$ and $\kappa$ in terms of sums over the grid.
\item[(b)] Derive the statistical errors $s_R$ and $s_\omega$ of the two estimates, to first order in the noise and leading order in $w$, as functions of $\sigma$, $k$, $n$ and $w$. When does first order suffice?
\item[(c)] Derive the leading anharmonic bias of each estimate.
\item[(d)] Find the width that minimises the mean square error. Is it the same for both estimates?
\item[(e)] Apply the results to the breathing mode of equilateral H$_3^+$, with $R$ the side of the triangle, $n=5$ and $\sigma=2.0\times10^{-5}$ hartree. A CCSD/cc-pVTZ curve gives $R_0=1.6528$ bohr, $k=0.44926$ hartree/bohr$^2$, $g=-1.4022$ hartree/bohr$^3$, $h=4.403$ hartree/bohr$^4$ and a harmonic frequency of 3433 cm$^{-1}$. Justify the choice $\mu=m_p$, the proton mass.
\item[(f)] The grid centre is displaced to $c=R_0+\delta$. What changes?
\item[(g)] The total sampling effort is fixed, so that $\sigma^2\propto n$. Which $n$ is best?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Errors of the coefficients}

Let $S_m=\sum_i u_i^m$. The grid is symmetric about $u=0$, so $S_m=0$ for odd $m$. Setting the derivatives of the sum of squared residuals with respect to $a$, $b$ and $\kappa$ to zero gives
\begin{align}
 \sum_i y_i&=na+\tfrac12\kappa S_2, \\
 \sum_i u_iy_i&=bS_2, \\
 \sum_i u_i^2y_i&=aS_2+\tfrac12\kappa S_4 .
\end{align}
Subtracting $S_2/n$ times the first equation from the third removes $a$. With $D=S_4-S_2^2/n$,
\begin{equation}
 b=\frac{\sum_i u_iy_i}{S_2},\qquad
 \kappa=\frac{2}{D}\sum_i\Big(u_i^2-\frac{S_2}{n}\Big)y_i .
 \label{coef}
\end{equation}
The variance of a linear combination of independent data is $\sigma^2$ times the sum of its squared weights. Since $\sum_i(u_i^2-S_2/n)^2=S_4-2S_2^2/n+S_2^2/n=D$,
\begin{equation}
 \operatorname{Var}b=\frac{\sigma^2}{S_2},\qquad
 \operatorname{Var}\kappa=\frac{4\sigma^2}{D},\qquad
 \operatorname{Cov}(b,\kappa)=0 .
 \label{var}
\end{equation}
The covariance vanishes because it is proportional to $\sum_i u_i(u_i^2-S_2/n)$, a sum of odd powers. Correlated sampling would violate the assumption of independence, and the full covariance matrix of the energies would then be needed.

\subsection*{(b) Errors of the bond length and frequency}

The spacing is $d=w/(n-1)$. Write $u=dj$, where $j$ runs in unit steps from $-(n-1)/2$ to $(n-1)/2$, and let $T_m=\sum_j j^m$, so that $S_m=d^mT_m$. For odd $p$ the sum of $(j+\frac12)^p-(j-\frac12)^p$ telescopes to $2(n/2)^p$. Expanding the differences for $p=3,5,7$ gives
\begin{align}
 \frac{n^3}{4}&=3T_2+\frac n4, \\
 \frac{n^5}{16}&=5T_4+\frac52T_2+\frac n{16}, \\
 \frac{n^7}{64}&=7T_6+\frac{35}{4}T_4+\frac{21}{16}T_2+\frac n{64}.
\end{align}
Solving in turn,
\begin{align}
 T_2&=\frac{n(n^2-1)}{12},\qquad
 T_4=\frac{n(n^2-1)(3n^2-7)}{240}, \\
 T_6&=\frac{n(n^2-1)(3n^4-18n^2+31)}{1344}.
\end{align}
Therefore
\begin{align}
 S_2&=d^2T_2=\frac{w^2n(n+1)}{12(n-1)}, \\
 D&=d^4n(n^2-1)\left[\frac{3n^2-7}{240}-\frac{n^2-1}{144}\right]
 =d^4\,\frac{n(n^2-1)(n^2-4)}{180}\nonumber\\
 &=\frac{w^4n(n+1)(n^2-4)}{180(n-1)^3}.
\end{align}

Small changes of the coefficients give
\begin{equation}
 \delta R_{\rm fit}=-\frac{\delta b}{\kappa}+\frac{b}{\kappa^2}\delta\kappa,
 \qquad \frac{\delta\omega_{\rm fit}}{\omega}=\frac{\delta\kappa}{2\kappa}.
 \label{prop}
\end{equation}
On a centred grid the mean of $b$ is of order $w^2$, as part (c) shows, while $\delta\kappa\sim\sigma/w^2$. The second term of $\delta R_{\rm fit}$ is thus of order $\sigma$, against $\sigma/w$ for the first, and is dropped. Putting $\kappa\to k$ and using (\ref{var}),
\begin{align}
 s_R&=\frac{\sigma}{k\sqrt{S_2}}
 =\frac{\sigma}{kw}\sqrt{\frac{12(n-1)}{n(n+1)}}, \label{sr}\\
 \frac{s_\omega}{\omega}&=\frac{\sigma}{k\sqrt D}
 =\frac{\sigma}{kw^2}\sqrt{\frac{180(n-1)^3}{n(n+1)(n^2-4)}}. \label{so}
\end{align}
The length depends on a measured slope and the frequency on a measured curvature, hence the different powers of $w$.

First order suffices when $s_\kappa=2\sigma/\sqrt D\ll k$. Otherwise some fits have nearly zero or negative curvature. For Gaussian noise the probability density of $\kappa$ at zero is never strictly zero, so the ratio $b/\kappa$ has tails too heavy for a finite variance. Equation (\ref{sr}) then describes the central part of the distribution, and does so well if $\kappa=0$ lies many standard deviations away.

\subsection*{(c) Anharmonic bias}

Insert the noise-free curve
\begin{equation}
 E=E_0+\tfrac12ku^2+\tfrac16gu^3+\tfrac1{24}hu^4+\dots
\end{equation}
into (\ref{coef}). By parity only the cubic term shown contributes to $b$. The quadratic term gives $\kappa=k$, the constant gives nothing, and the quartic term adds a correction:
\begin{equation}
 b=\frac g6\frac{S_4}{S_2},\qquad
 \kappa-k=\frac{h}{12}\,\frac{S_6-S_2S_4/n}{D}.
\end{equation}
The first ratio is $S_4/S_2=d^2(3n^2-7)/20$. For the second,
\begin{align}
 T_6-\frac{T_2T_4}{n}
 &=n(n^2-1)\left[\frac{3n^4-18n^2+31}{1344}-\frac{(n^2-1)(3n^2-7)}{2880}\right]\nonumber\\
 &=\frac{n(n^2-1)(n^2-4)(3n^2-13)}{2520},
\end{align}
and division by $n(n^2-1)(n^2-4)/180$ leaves $(3n^2-13)/14$, to be multiplied by $d^2$. With $\Delta R=-b/k$ and $\Delta\omega/\omega=(\kappa-k)/(2k)$,
\begin{align}
 \Delta R&=-\frac{g\,w^2(3n^2-7)}{120\,k(n-1)^2}, \label{br}\\
 \frac{\Delta\omega}{\omega}&=\frac{h\,w^2(3n^2-13)}{336\,k(n-1)^2}. \label{bo}
\end{align}
If $g<0$, so that the curve softens on stretching, the fitted bond is too long. If $h>0$, the fitted frequency is too high. Higher derivatives correct both results at relative order $w^2$.

\subsection*{(d) Balancing the two errors}

Write $s_R=A/w$, $|\Delta R|=Bw^2$, $s_\omega/\omega=A'/w^2$ and $|\Delta\omega|/\omega=B'w^2$. The mean square error is variance plus squared bias:
\begin{equation}
 M_R=\frac{A^2}{w^2}+B^2w^4,\qquad
 M_\omega=\frac{A'^2}{w^4}+B'^2w^4,
\end{equation}
where $M_\omega$ refers to the relative error of $\omega$. Setting the derivatives to zero,
\begin{align}
 -\frac{2A^2}{w^3}+4B^2w^3=0&\;\Rightarrow\; w_R=\left(\frac{A^2}{2B^2}\right)^{1/6}, \\
 -\frac{4A'^2}{w^5}+4B'^2w^3=0&\;\Rightarrow\; w_\omega=\left(\frac{A'}{B'}\right)^{1/4}.
\end{align}
Each $M$ diverges at small and large $w$ and has one stationary point, which is its minimum. The widths differ: $w_R\propto\sigma^{1/3}$ and $w_\omega\propto\sigma^{1/4}$. At the optimum $|\Delta R|=s_R/\sqrt2$, whereas $|\Delta\omega|=s_\omega$. The smallest root-mean-square (rms) errors are
\begin{align}
 \sqrt{M_R}&=\sqrt{\tfrac32}\,\frac{A}{w_R}=\sqrt{\tfrac32}\,2^{1/6}A^{2/3}B^{1/3}\propto\sigma^{2/3}, \label{mr}\\
 \sqrt{M_\omega}&=\sqrt2\,\frac{A'}{w_\omega^2}=\sqrt{2A'B'}\propto\sigma^{1/2}. \label{mo}
\end{align}
If $g=0$ or $h=0$, the corresponding leading bias vanishes and the balance must use the next term.

\subsection*{(e) Breathing mode of H$_3^+$}

Each proton is $R/\sqrt3$ from the centre, so the kinetic energy is $3\cdot\frac12m_p(\dot R/\sqrt3)^2=\frac12m_p\dot R^2$ and $\mu=m_p$. Of the three vibrations, breathing is the only one that keeps the full symmetry of the triangle. It therefore has no quadratic coupling to the others and is a normal mode.

For two electrons CCSD equals full configuration interaction in the chosen basis. The curve still lacks the effect of a larger basis and everything beyond the nonrelativistic Born--Oppenheimer description. The digits quoted belong to cc-pVTZ and are not converged: cc-pVQZ gives $R_0=1.6510$ bohr, $k=0.4505$, $g=-1.409$ and $h=4.33$ in the same units, and 3438 cm$^{-1}$. The shifts are $-0.0018$ bohr, about twice the optimal fitting error found below, and $+5$ cm$^{-1}$. Here it serves as the true curve, with synthetic Gaussian noise in place of an actual Monte Carlo run.

For $n=5$, equations (\ref{sr}), (\ref{so}), (\ref{br}) and (\ref{bo}) give
\begin{align}
 A&=\frac{2.0\times10^{-5}}{0.44926}\sqrt{\frac{48}{30}}=5.63\times10^{-5}\ \text{bohr}^2,\\
 B&=\frac{1.4022\times68}{120\times0.44926\times16}=0.1105\ \text{bohr}^{-1},\\
 A'&=\frac{2.0\times10^{-5}}{0.44926}\sqrt{\frac{11520}{630}}=1.904\times10^{-4}\ \text{bohr}^2,\\
 B'&=\frac{4.403\times62}{336\times0.44926\times16}=0.1130\ \text{bohr}^{-2}.
\end{align}
Hence $w_R=0.071$ bohr and $w_\omega=0.203$ bohr. At $w_R$ the noise is $7.9\times10^{-4}$ bohr and the bias $+5.6\times10^{-4}$ bohr, an rms error of $9.7\times10^{-4}$ bohr (0.051 pm). At $w_\omega$ noise and bias are each 15.9 cm$^{-1}$, an rms error of 22.5 cm$^{-1}$, or 0.66\% of the harmonic frequency.

First-order propagation is justified even on the narrower grid, where $s_\kappa/k=0.075$. Random sampling of complete fits there gives a noise of $7.99\times10^{-4}$ bohr, against $7.91\times10^{-4}$ from (\ref{sr}). The numerical check also checks both optimal widths by numerical search on the computed curve.

One width serves both purposes poorly: even at a compromise of 0.126 bohr, each rms error is about 1.85 times its minimum. At $w_\omega$ the rms error of the length is $4.5\times10^{-3}$ bohr, mostly bias; at $w_R$ that of the frequency is 129 cm$^{-1}$, mostly noise. For the length, the first-order formula gives an rms error of $2.27\times10^{-3}$ bohr at twice the optimal width and $1.59\times10^{-3}$ bohr at half of it, because the squared bias grows as $w^4$ while the variance grows only as $w^{-2}$. The second figure is not reliable. At half width $s_\kappa/k=0.30$, so the condition of part (b) fails: about 4 fits in $10^4$ have negative curvature and the sampled rms error does not settle. Even the fits with $\kappa>0.3k$ alone give $1.85\times10^{-3}$ bohr. The narrower grid has the smaller typical error but much heavier tails: 95\% of the errors lie below $3.9\times10^{-3}$ bohr at half width and below $2.9\times10^{-3}$ bohr at double width.

\subsection*{(f) A displaced grid}

About the new centre the slope is $k\delta+\frac12g\delta^2$ and the curvature $k+g\delta$, to the order needed. In (\ref{prop}) the mean of $b$ is now $k\delta$ at leading order, so $\delta R_{\rm fit}=-\delta b/k+\delta\,(\delta\kappa)/k$, where the $\delta$ outside the bracket is the displacement. As $b$ and $\kappa$ are uncorrelated,
\begin{equation}
 \operatorname{Var}R_{\rm fit}=\frac{\sigma^2}{k^2}\left(\frac1{S_2}+\frac{4\delta^2}{D}\right)
 =s_R^2+\left(2\delta\,\frac{s_\omega}{\omega}\right)^2 .
\end{equation}
With $Q=S_4/S_2$, the bias of the length to second order in $\delta$ and $w$ is
\begin{align}
 \Delta R&=\delta-\frac{k\delta+\frac12g\delta^2+\frac16gQ}{k+g\delta}\nonumber\\
 &\simeq\delta-\left(\delta+\frac{g\delta^2}{2k}+\frac{gQ}{6k}-\frac{g\delta^2}{k}\right)
 =\frac{g\delta^2}{2k}-\frac{gQ}{6k}.
\end{align}
The frequency gains the relative shift $g\delta/(2k)$, which is of first order in $\delta$.

Take $\delta=0.010$ bohr in the example. The formulas above neglect relative corrections of order $|g|\delta/k\approx3\%$. The bias of the length has one further correction, of second order in the noise. To this order, and leaving aside the extremely rare fits with $\kappa$ near zero, the noise raises the mean of $1/\kappa$ by the factor $1+(s_\kappa/k)^2$. Since the mean of $b$ is now about $k\delta$, the mean of $R_{\rm fit}$ moves by about $-\delta\,(s_\kappa/k)^2$, which is $-6\times10^{-5}$ bohr at $w_R$. The noise of the length at $w_R$ rises to about $1.1\times10^{-3}$ bohr, while its bias falls to about $4.1\times10^{-4}$ bohr for noise-free energies and to about $3.6\times10^{-4}$ bohr as the mean over noisy fits. The frequency shifts by
\begin{equation}
 \frac{-1.4022\times0.010}{2\times0.44926}\times3433\ \text{cm}^{-1}=-53.6\ \text{cm}^{-1},
\end{equation}
more than twice the optimal rms error. This shift adds with its sign to the anharmonic bias of $+15.9$ cm$^{-1}$ at $w_\omega$: the net bias is about $-38$ cm$^{-1}$ and the rms error 41 cm$^{-1}$ for $\delta=+0.010$ bohr, against $+70$ and 72 cm$^{-1}$ for $\delta=-0.010$ bohr. The rms error of the length at $w_R$ rises only to about $1.2\times10^{-3}$ bohr for either sign. Centring thus matters more for the frequency. Exact centring is not the strict optimum, since $\delta\approx+0.003$ bohr would cancel the bias and leave 15.9 cm$^{-1}$, but exploiting this requires $g$, $h$ and $R_0$ to be known beforehand. A displacement of $9.7\times10^{-4}$ bohr, the rms error of the optimal length fit, would shift the frequency by about 5 cm$^{-1}$. It is therefore sensible to locate the minimum first on a narrow grid and then to centre the wider frequency grid on it.

\subsection*{(g) Number of points at fixed effort}

With $\sigma^2\propto n$, the factor $n$ cancels from $A^2$ and $A'^2$. Equations (\ref{mr}) and (\ref{mo}) then give
\begin{align}
 M_R^3\propto A^4B^2&\propto\left(\frac{3n^2-7}{n^2-1}\right)^2=\left(3-\frac4{n^2-1}\right)^2,\\
 M_\omega^2\propto A'^2B'^2&\propto\frac{(3n^2-13)^2}{(n^2-1)(n^2-4)}.
\end{align}
The first expression increases with $n$. For the second, put $z=n^2$; its logarithmic derivative with respect to $z$ is
\begin{equation}
 \frac6{3z-13}-\frac1{z-1}-\frac1{z-4}
 =\frac{11z-41}{(3z-13)(z-1)(z-4)},
\end{equation}
which is positive for $z\ge9$. Three points are therefore best for both quantities, among equally spaced grids each used at its own optimal width. The gain is modest: from $n=5$ to $n=3$ the rms errors fall from $9.7\times10^{-4}$ to $9.3\times10^{-4}$ bohr and from 22.5 to 20.2 cm$^{-1}$. The price is that a parabola passes through any three points, leaving no residual by which to detect a faulty energy or a departure from the parabola.

\section*{Numbers as computed}
\begin{verbatim}
number of points n: 5
energy error sigma: 2.0e-05 hartree
proton mass: 1836.153 electron masses
H3+ minimum R0: 1.65280 bohr
energy at R0: -1.341542 hartree
|CCSD - full CI| at R0: 5.2e-11 hartree
k: 0.44926 hartree/bohr^2
g: -1.4022 hartree/bohr^3
h: 4.403 hartree/bohr^4
harmonic breathing frequency: 3433.0 cm^-1
A  = s_R*w: 5.6311e-05 bohr^2
B  = |bias_R|/w^2: 0.11054 bohr^-1
A' = (s_om/om)*w^2: 1.9037e-04 bohr^2
B' = |bias_om/om|/w^2: 0.11303 bohr^-2
best width for R, formula: 0.0712 bohr
best width for R, numerical search: 0.0712 bohr
  noise of R there: 7.914e-04 bohr
  bias of R there: 5.596e-04 bohr
  rms error of R, formula: 9.693e-04 bohr
  the same: 0.0513 pm
  sampled noise of R: 7.987e-04 bohr
  sampled bias of R: 5.649e-04 bohr
  s_kappa/k there: 0.0752
  k w^2/8 over sigma there: 14.2
best width for omega, formula: 0.2026 bohr
best width for omega, numerical search: 0.2023 bohr
  noise of omega there: 15.92 cm^-1
  bias of omega there: 15.92 cm^-1
  rms error of omega, formula: 22.52 cm^-1
  relative rms error of omega: 0.656 percent
  sampled noise of omega: 15.87 cm^-1
  sampled bias of omega: 15.97 cm^-1
  k w^2/8 over sigma there: 115.2
rms error of R at omega's width: 4.528e-03 bohr
rms error of omega at R's width: 129.0 cm^-1
rms R at 0.5 x its best width: 1.589e-03 bohr
rms omega at 0.5 x its best width: 63.75 cm^-1
rms R at 2.0 x its best width: 2.269e-03 bohr
rms omega at 2.0 x its best width: 64.44 cm^-1
width ratio for R when sigma falls 8-fold: 2.000
width ratio for omega when sigma falls 16-fold: 1.998
centring error delta: 0.010 bohr
  omega shift g*delta/(2k): -53.6 cm^-1
  noise of R at its best width: 1.092e-03 bohr
  bias of R at its best width: 4.036e-04 bohr
equal total sampling, n=3: best rms R 9.301e-04 bohr, omega 20.15 cm^-1
equal total sampling, n=5: best rms R 9.693e-04 bohr, omega 22.50 cm^-1
equal total sampling, n=9: best rms R 9.823e-04 bohr, omega 23.17 cm^-1
\end{verbatim}
